# Image-charge overbinding of a relaxed bipolaron in a cubic supercell: test program

```python
"""
Result under test: an uncorrected charged cubic supercell of side L overbinds a
relaxed bipolaron, relative to two separate polarons, by alpha_M/(eps_0*L)
(atomic units) to leading order.

Symbols: alpha_M  Madelung constant of a simple cubic array with background
         eps_inf, eps_0  electronic and static dielectric constants
         E1, E2   energies of cells with one carrier and with a pair
         binding  2*E1 - E2 (energy of the carrier-free cell is zero here)
The independent road is a lattice of smeared dipoles, relaxed explicitly in
cells of several sizes. Lengths are in bohr and energies in hartree inside.
"""
import itertools
import numpy as np
from scipy.special import erf, erfc
from scipy.constants import physical_constants, k as k_boltzmann, e as e_charge

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10      # angstrom

# ---------------- chosen model parameters ----------------
eps_inf, eps_0 = 5.0, 20.0
a_ang, sigma_ang, dipole_width_ang = 4.0, 1.0, 1.2
n_example = 3                                         # cell side in lattice units
a = a_ang / BOHR
sigma = sigma_ang / BOHR
width = dipole_width_ang / BOHR
d = a                                                 # carrier separation in pair


# ---------------- Madelung constant by two roads ----------------
def image_potential(eps_diag, c):
    """Ewald potential at a unit charge in a unit cube, own potential removed."""
    eps_diag = np.asarray(eps_diag, float)
    eta = c * np.sqrt(eps_diag.mean())
    root_det = np.sqrt(np.prod(eps_diag))
    n = np.array([v for v in itertools.product(range(-6, 7), repeat=3) if any(v)],
                 float)
    kek = (2 * np.pi)**2 * (n**2 @ eps_diag)
    rho = np.sqrt(n**2 @ (1 / eps_diag))
    return (np.sum(4 * np.pi / kek * np.exp(-kek / (4 * eta**2)))
            + np.sum(erfc(eta * rho) / rho) / root_det
            - 2 * eta / (np.sqrt(np.pi) * root_det) - np.pi / eta**2)


def neutral_cube_potential(m):
    """Point charges with their own background cubes, summed in a large cube."""
    x, w = np.polynomial.legendre.leggauss(60)
    x, w = x / 2, w / 2
    face = np.sum(w[:, None] * w[None, :]
                  / np.sqrt(0.25 + x[:, None]**2 + x[None, :]**2))
    cube_integral = 1.5 * face                        # integral of 1/r, unit cube
    g = np.arange(-m, m + 1, dtype=float)
    r2 = g[:, None, None]**2 + g[None, :, None]**2 + g[None, None, :]**2
    r2[m, m, m] = np.inf
    return np.sum(1 / np.sqrt(r2)) - cube_integral * (2 * m + 1)**2 - np.pi / 6


alpha_M = -image_potential([1, 1, 1], 2.0)
p1, p2 = neutral_cube_potential(20), neutral_cube_potential(40)
s1, s2 = 41.0**2, 81.0**2
alpha_direct = -(s2 * p2 - s1 * p1) / (s2 - s1)       # removes the 1/size^2 tail
assert abs(alpha_M + image_potential([1, 1, 1], 2.6)) < 1e-9
assert abs(alpha_M - alpha_direct) < 1e-5

# ---------------- explicit lattice model ----------------
G_list = 2 * np.pi / a * np.array(list(itertools.product(range(-4, 5), repeat=3)),
                                  float)
G2 = np.sum(G_list**2, axis=1)
local_part = (4 * np.pi / (3 * eps_inf)) * np.sum(np.exp(-width**2 * G2[G2 > 0]))
transverse_stiffness = 4 * np.pi / (eps_0 - eps_inf)  # uniform-field response
spring = transverse_stiffness - local_part            # bare spring times a^3
assert spring > 0

site_1 = a * np.array([0.5, 0.5, 0.5])
site_2 = site_1 + np.array([d, 0, 0])


def cell_energies(n):
    """Return clamped E1, E2 and relaxed E1, E2 for an n*n*n supercell."""
    f = 2 * np.pi / a * np.fft.fftfreq(n)
    q = np.array(np.meshgrid(f, f, f, indexing="ij")).reshape(3, -1).T
    volume = (n * a)**3
    A = np.zeros((len(q), 3, 3)) + spring * np.eye(3)
    b = np.zeros((len(q), 3, 2), complex)
    clamped = np.zeros(2)
    for G in G_list:
        k = q + G
        k2 = np.sum(k**2, axis=1)
        zero = k2 < 1e-12
        v = np.where(zero, 0.0, 4 * np.pi / (eps_inf * np.where(zero, 1.0, k2)))
        shape = np.exp(-sigma**2 * k2 / 2)
        one = shape * np.exp(-1j * (k @ site_1))
        pair = one + shape * np.exp(-1j * (k @ site_2))
        rho = np.stack([one, pair], axis=1)
        g = np.exp(-width**2 * k2 / 2)
        A += (v * g**2)[:, None, None] * k[:, :, None] * k[:, None, :]
        b += 1j * (v * g)[:, None, None] * k[:, :, None] * rho[:, None, :]
        clamped += np.sum(v[:, None] * np.abs(rho)**2, axis=0) / (2 * volume)
    dipoles = -np.linalg.solve(A, b)
    gain = np.real(np.sum(np.conj(b) * dipoles, axis=(0, 1))) / (2 * volume)
    return np.concatenate([clamped, clamped + gain])


sizes = [3, 4, 6, 8, 12, 16]
energy = {n: cell_energies(n) for n in sizes}


def size_series(values, chosen):
    """Coefficients of 1, 1/L, 1/L^3, 1/L^5 (L in bohr) through four cells."""
    x = np.array([1 / (n * a) for n in chosen])
    scale = x.max()
    t = x / scale
    M = np.stack([t**0, t, t**3, t**5], axis=1)
    coef = np.linalg.solve(M, np.array([values[n] for n in chosen]))
    return coef / np.array([1, scale, scale**3, scale**5])


large = [6, 8, 12, 16]
bind_clamped = {n: 2 * e[0] - e[1] for n, e in energy.items()}
bind = {n: 2 * e[2] - e[3] for n, e in energy.items()}
fit_clamped = size_series(bind_clamped, large)
fit = size_series(bind, large)
fit_small = size_series(bind, [4, 6, 8, 12])
fit_E1 = size_series({n: e[2] for n, e in energy.items()}, large)
fit_E2 = size_series({n: e[3] for n, e in energy.items()}, large)

# clamped ions: leading law, next order and isolated repulsion
third_uniform = -2 * np.pi * (6 * sigma**2 + d**2) / (3 * eps_inf)
repulsion_uniform = erf(d / (2 * sigma)) / (eps_inf * d)
assert abs(fit_clamped[1] / (alpha_M / eps_inf) - 1) < 2e-3
assert abs(fit_clamped[2] / third_uniform - 1) < 2e-2
assert abs(-fit_clamped[0] / repulsion_uniform - 1) < 1e-3
# relaxed ions: every charge state and the binding energy follow eps_0
assert abs(fit_E1[1] / (-alpha_M / (2 * eps_0)) - 1) < 5e-3
assert abs(fit_E2[1] / (-2 * alpha_M / eps_0) - 1) < 5e-3
assert abs(fit[1] / (alpha_M / eps_0) - 1) < 5e-3
# lattice part alone, with the direct image repulsion left out
lattice_slope = fit[1] - fit_clamped[1]
assert abs(lattice_slope / (-alpha_M * (1 / eps_inf - 1 / eps_0)) - 1) < 5e-3


def estimate(side_ang, eps):
    """Leading overbinding in eV for a cell side in angstrom."""
    return alpha_M / (eps * side_ang / BOHR) * HARTREE


L_ang = n_example * a_ang
lead = estimate(L_ang, eps_0)
isolated = fit[0] * HARTREE
shift = (fit[0] - fit_small[0]) * HARTREE
in_cell = bind[n_example] * HARTREE
model_error = in_cell - isolated
assert abs(shift) < 2e-3
assert model_error > 0 and abs(model_error / lead - 1) < 0.5
error_6 = bind[6] * HARTREE - isolated
error_12 = bind[12] * HARTREE - isolated
assert abs(error_6 / estimate(6 * a_ang, eps_0) - 1) < 0.1
assert abs(error_12 / estimate(12 * a_ang, eps_0) - 1) < 0.02

# ---------------- sizes of neglected effects ----------------
eps_aniso = [16.0, 16.0, 28.0]                        # same mean as eps_0
phi_aniso = image_potential(eps_aniso, 2.0)
assert abs(phi_aniso - image_potential(eps_aniso, 2.6)) < 1e-9
lead_aniso = -phi_aniso / (L_ang / BOHR) * HARTREE
bulk_GPa, relax_volume = 200.0, 3.0                   # rough; volume per carrier
bulk = bulk_GPa * 1e9 * 1e-30 / e_charge              # eV per cubic angstrom
elastic = -bulk * relax_volume**2 / L_ang**3
gap_ang = L_ang - a_ang                               # nearest image in pair cell
overlap = np.exp(-gap_ang**2 / (8 * sigma_ang**2))
temperature = 300.0
kT = k_boltzmann * temperature / e_charge
target = 0.05
L_target = estimate(1.0, eps_0) / target

print(f"Madelung constant, Ewald: {alpha_M:.6f}")
print(f"Madelung constant, neutral cubes: {alpha_direct:.6f}")
print(f"chosen eps_inf, eps_0: {eps_inf:.0f}, {eps_0:.0f}")
print(f"lattice parameter = pair distance: {a_ang:.1f} angstrom")
print(f"carrier width sigma: {sigma_ang:.1f} angstrom")
print(f"dipole smearing width: {dipole_width_ang:.1f} angstrom")
print(f"example cell side: {L_ang:.1f} angstrom = {L_ang/BOHR:.3f} bohr")
print(f"hartree*bohr: {HARTREE*BOHR:.4f} eV angstrom")
print(f"shift of two single polarons: {-lead:.4f} eV")
print(f"shift of bipolaron: {-2*lead:.4f} eV")
print(f"leading overbinding: {lead:.4f} eV = {lead/HARTREE:.6f} hartree")
for side in (8.0, 16.0, 24.0):
    print(f"overbinding, eps_0 {eps_0:.0f}, L {side:.0f} angstrom: "
          f"{estimate(side, eps_0):.4f} eV")
for eps in (10.0, 40.0):
    print(f"overbinding, eps_0 {eps:.0f}, L {L_ang:.0f} angstrom: "
          f"{estimate(L_ang, eps):.4f} eV")
print(f"clamped-ion value (eps_inf): {estimate(L_ang, eps_inf):.4f} eV")
print(f"error without direct image repulsion: "
      f"{lead - estimate(L_ang, eps_inf):.4f} eV")
print(f"side for error {target:.2f} eV: {L_target:.1f} angstrom")
print(f"lattice cells in that supercell: {(L_target/a_ang)**3:.0f}")
print(f"slope ratio model/law, one carrier: {fit_E1[1]/(-alpha_M/(2*eps_0)):.5f}")
print(f"slope ratio model/law, pair: {fit_E2[1]/(-2*alpha_M/eps_0):.5f}")
print(f"slope ratio model/law, binding: {fit[1]/(alpha_M/eps_0):.5f}")
print(f"slope ratio, clamped binding: {fit_clamped[1]/(alpha_M/eps_inf):.5f}")
print(f"L^-3 ratio, clamped binding: {fit_clamped[2]/third_uniform:.5f}")
print(f"L^-3 coefficient, relaxed: {fit[2]*HARTREE*BOHR**3:.2f} eV angstrom^3")
print(f"L^-3 coefficient, uniform eps_0: "
      f"{third_uniform*eps_inf/eps_0*HARTREE*BOHR**3:.2f} eV angstrom^3")
print(f"bonding needed, isolated pair: {-isolated:.4f} eV")
print(f"bonding needed, example cell: {-in_cell:.4f} eV")
print(f"isolated limit, shift on larger cells: {shift:.1e} eV")
print(f"full model error, example cell: {model_error:.4f} eV")
print(f"left after leading correction: {model_error-lead:.4f} eV")
print(f"full model error, L {6*a_ang:.0f} angstrom: {error_6:.4f} eV")
print(f"anisotropic eps_0 chosen: {eps_aniso[0]:.0f}, {eps_aniso[1]:.0f}, "
      f"{eps_aniso[2]:.0f}")
print(f"overbinding with anisotropy: {lead_aniso:.4f} eV")
print(f"rough bulk modulus: {bulk_GPa:.0f} GPa")
print(f"rough relaxation volume per carrier: {relax_volume:.0f} angstrom^3")
print(f"fixed-cell elastic change of binding: {elastic:.4f} eV")
print(f"carrier overlap with image at {gap_ang:.0f} angstrom: {overlap:.1e}")
print(f"thermal energy at {temperature:.0f} K: {kT:.4f} eV")
print(f"Boltzmann factor of leading error: {np.exp(lead/kT):.0f}")
print("verified")
```

Running it gives:

```
Madelung constant, Ewald: 2.837297
Madelung constant, neutral cubes: 2.837297
chosen eps_inf, eps_0: 5, 20
lattice parameter = pair distance: 4.0 angstrom
carrier width sigma: 1.0 angstrom
dipole smearing width: 1.2 angstrom
example cell side: 12.0 angstrom = 22.677 bohr
hartree*bohr: 14.3996 eV angstrom
shift of two single polarons: -0.1702 eV
shift of bipolaron: -0.3405 eV
leading overbinding: 0.1702 eV = 0.006256 hartree
overbinding, eps_0 20, L 8 angstrom: 0.2554 eV
overbinding, eps_0 20, L 16 angstrom: 0.1277 eV
overbinding, eps_0 20, L 24 angstrom: 0.0851 eV
overbinding, eps_0 10, L 12 angstrom: 0.3405 eV
overbinding, eps_0 40, L 12 angstrom: 0.0851 eV
clamped-ion value (eps_inf): 0.6809 eV
error without direct image repulsion: -0.5107 eV
side for error 0.05 eV: 40.9 angstrom
lattice cells in that supercell: 1066
slope ratio model/law, one carrier: 1.00057
slope ratio model/law, pair: 1.00060
slope ratio model/law, binding: 1.00063
slope ratio, clamped binding: 1.00000
L^-3 ratio, clamped binding: 0.99973
L^-3 coefficient, relaxed: -54.06 eV angstrom^3
L^-3 coefficient, uniform eps_0: -33.17 eV angstrom^3
bonding needed, isolated pair: 0.1532 eV
bonding needed, example cell: 0.0063 eV
isolated limit, shift on larger cells: 9.2e-05 eV
full model error, example cell: 0.1470 eV
left after leading correction: -0.0232 eV
full model error, L 24 angstrom: 0.0815 eV
anisotropic eps_0 chosen: 16, 16, 28
overbinding with anisotropy: 0.1719 eV
rough bulk modulus: 200 GPa
rough relaxation volume per carrier: 3 angstrom^3
fixed-cell elastic change of binding: -0.0065 eV
carrier overlap with image at 8 angstrom: 3.4e-04
thermal energy at 300 K: 0.0259 eV
Boltzmann factor of leading error: 724
verified
```
